# Charge-pumping current and the energy range lost to thermal emission

## One trap and instant edges

Take an n-channel transistor with source, drain and body at one potential, and a single interface trap near the middle of the silicon gap. The trap holds either one electron or none. The gate is switched instantly between two levels.

At the high level the surface is inverted, and the trap captures an electron that came from the source or drain. At the low level the surface is in accumulation, and the trap captures a hole from the body, which removes the electron. One elementary charge $q$ has then passed between the channel contacts and the body. With $N$ such traps and pulse frequency $f$,

$$I=qfN .$$

Conventional current enters through the body contact, which supplies the holes, and leaves through source and drain, which supply the electrons. Below, $I$ is its magnitude.

If the traps have a flat density $D$ per area and energy, the gate area is $A$, and every trap in the gap $E_g$ takes part, then $I=qAfDE_g$. Real edges take time. While neither carrier is plentiful at the surface, a trap near a band edge can return its carrier thermally to the band it came from, and its contribution is lost. So $E_g$ must be replaced by a smaller active width $W$.

## Rates and bookkeeping

Let $F$ be the probability that a trap at energy $E$ is full, with $E$ measured from the intrinsic level at the surface. With surface densities $n_s,p_s$ and capture coefficients $c_n,c_p$ (cross-section times thermal velocity),

$$\dot F=(c_nn_s+e_p)(1-F)-(e_n+c_pp_s)F .$$

Here $e_n$ is the rate of electron emission to the conduction band. Hole emission to the valence band, at rate $e_p$, fills an empty trap.

The emission rates follow from equilibrium, where exchange with each band balances separately. There $F/(1-F)=e^{(E_F-E)/kT}$, any degeneracy factor being absorbed in $E$, and Boltzmann statistics give $n_s=n_ie^{E_F/kT}$ and $p_s=n_ie^{-E_F/kT}$. From $c_nn_s(1-F)=e_nF$ and $e_p(1-F)=c_pp_sF$,

$$e_n=c_nn_ie^{E/kT},\qquad e_p=c_pn_ie^{-E/kT}.$$

I assume that these rates also hold away from equilibrium and that $c_n,c_p$ do not depend on energy.

Suppose the plateaus are long enough for complete capture. Define $P_n$ as the probability that a trapped electron survives the falling edge until a hole is captured, and $P_p$ as the probability that a trapped hole survives the rising edge until an electron is captured.

- On the rising edge the trap takes an electron from the conduction band with probability $P_p$. Otherwise it has already emitted its hole to the valence band.
- On the falling edge it gives its electron back to the conduction band with probability $1-P_n$.

The net number of electrons taken from the conduction band per cycle is therefore

$$s=P_p-(1-P_n)=P_n+P_p-1 .$$

Counting holes gives $P_n$ captured and $1-P_p$ returned, hence the same $s$, as charge conservation requires. For a trap well inside the gap, instant edges give $P_n\approx P_p\approx1$ and $s\approx1$, the opening case. Within a few $kT$ of a band edge, emission competes with capture even on the plateaus, and $s$ stays below one. With edges of finite duration, a trap close enough to the conduction band has $P_n\approx0$, $P_p\approx1$ and $s\approx0$: it only exchanges electrons with the channel.

## How long does emission act?

Consider the falling edge. Treat captures as random attempts: electron attempts at rate $a(t)=c_nn_s$ leave the trap full, and hole attempts at rate $b(t)=c_pp_s$ leave it empty, whatever its state before. Let $t_1$ be the last electron attempt, $t_2$ the first hole attempt, and $T=t_2-t_1$. The electron survives if no emission occurs in between:

$$P_n=\langle e^{-e_nT}\rangle\approx e^{-e_nt_e},\qquad t_e=\langle T\rangle .$$

Hole emission can be ignored here. Since $e_ne_p=c_nc_pn_i^2$, at the energy where $e_nt_e=1$ we have $e_pt_e=(c_nn_it_e)(c_pn_it_e)$, which is tiny if both factors are small. At lower energies $e_p$ grows, but the trap is then still full and has nothing to gain from it.

A time $t$ lies between $t_1$ and $t_2$ if no electron attempt follows it and no hole attempt precedes it. Integrating that probability over the edge gives the mean window,

$$t_e=\int dt\,\exp\!\left[-\int_t^{\rm end}a\,dt'-\int_{\rm start}^{t}b\,dt'\right].$$

This can be evaluated by looking at each end separately. Let $\psi$ be the surface potential. Since $n_s\propto e^{q\psi/kT}$ and $p_s\propto e^{-q\psi/kT}$, each density varies locally as an exponential in time, with rate

$$r=\frac{q}{kT}\left|\frac{d\psi}{dt}\right| .$$

For holes $b\propto e^{rt}$, so the integral of $b$ up to $t$ is $b(t)/r$. The probability of no attempt before $t$ is $e^{-b(t)/r}$. Thus $y=b(t_2)/r$ has the distribution $e^{-y}$, and

$$\langle\ln y\rangle=\int_0^\infty e^{-y}\ln y\,dy=-\gamma,$$

where $\gamma\approx0.577$ is Euler's constant. Because $\ln b$ is linear in time, the mean time of the first hole attempt is where $b=re^{-\gamma}$. For electrons $a\propto e^{-rt}$, the integral of $a$ after $t$ is $a(t)/r$, and the same argument applies to the last attempt. The window therefore runs between the gate voltages $V_n$ and $V_p$ fixed by

$$c_nn_s(V_n)=re^{-\gamma},\qquad c_pp_s(V_p)=re^{-\gamma},$$

each with its local $r$. For a linear edge of duration $t_f$ and height $\Delta V$,

$$t_e=t_f\,\frac{V_n-V_p}{\Delta V}.$$

The rising edge has the same conditions with duration $t_r$, and gives the hole-emission window $t_h$ and $P_p\approx e^{-e_pt_h}$.

Replacing $\langle e^{-e_nT}\rangle$ by $e^{-e_n\langle T\rangle}$ neglects the spread of $T$. Each end has a time spread of order $1/r$, so the replacement needs $rt_e\gg1$: the surface potential must move by many $kT/q$ during the window.

## From gate voltage to surface density

To find $V_n$ and $V_p$ we need $\psi(V_G)$. For uniform acceptor doping $N_A$, let $u=q\psi/kT$. Source, drain and body share one potential and the carriers follow the gate, so

$$p=N_Ae^{-u},\qquad n=\frac{n_i^2}{N_A}e^{u},\qquad np=n_i^2 .$$

Neutrality in the bulk fixes the dopant charge, and Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=-\frac{q}{\varepsilon_s}\left[N_A(e^{-u}-1)-\frac{n_i^2}{N_A}(e^u-1)\right].$$

Multiply by $d\psi/dx$ and integrate from the bulk, where $\psi$ and its slope vanish. With $d\psi=(kT/q)\,du$, the surface field $\mathcal E_s$ obeys

$$\mathcal E_s^2=\frac{2kTN_A}{\varepsilon_s}\left[e^{-u}+u-1+\frac{n_i^2}{N_A^2}(e^u-u-1)\right].$$

The field has the sign of $\psi$. Adding the voltage across an oxide of capacitance $C_{ox}$ per area gives

$$V_G=V_{FB}+\psi+\frac{\varepsilon_s\mathcal E_s}{C_{ox}} .$$

Its derivative supplies $r=(q/kT)(\Delta V/t_f)/(dV_G/d\psi)$, and the conditions for $V_n$ and $V_p$ become two one-variable equations.

At flat band $p_s=N_A$; at threshold $V_T$, defined by $n_s=N_A$, the electrons are as dense. A simpler choice for the window is therefore $t_f(V_T-V_{FB})/\Delta V$. It is good if $re^{-\gamma}/c$ happens to be near $N_A$ for both carriers, which depends on doping, cross-sections and edge speed.

## Many traps: the active width

Define the energies at which emission and window match:

$$e_nt_e=1:\quad E_e=-kT\ln(c_nn_it_e),$$
$$e_pt_h=1:\quad E_h=+kT\ln(c_pn_it_h).$$

Then $P_n=\exp[-e^{(E-E_e)/kT}]$ and $P_p=\exp[-e^{(E_h-E)/kT}]$. Assume $E_h<0<E_e$, with several $kT$ between each cutoff and both the middle of the gap and its band edge.

For $E>0$, $P_p\approx1$ and $s\approx P_n$. Put $y=e^{(E-E_e)/kT}$, so $dE=kT\,dy/y$, and let $\epsilon=e^{-E_e/kT}\ll1$. Integrating by parts,

$$\int_0^\infty P_n\,dE=kT\int_\epsilon^\infty\frac{e^{-y}}{y}dy
=kT\left[-e^{-\epsilon}\ln\epsilon+\int_\epsilon^\infty e^{-y}\ln y\,dy\right].$$

The bracket tends to $E_e/kT-\gamma$, so the upper half contributes $E_e-\gamma kT$. By the same steps the lower half contributes $-E_h-\gamma kT$. Hence

$$W=kT\left[\ln\frac1{c_nn_it_e}+\ln\frac1{c_pn_it_h}-2\gamma\right],\qquad I=qAfDW .$$

The term $-2\gamma kT$ appears because emission does not switch on sharply with energy. A sharp step at $E_e$ and $E_h$ would omit it.

The excluded range becomes clearer with $n_i^2=N_cN_ve^{-E_g/kT}$, where $N_c,N_v$ are the effective densities of states:

$$E_g-W=kT\left[\ln(c_nc_pN_cN_vt_et_h)+2\gamma\right].$$

The explicit gap term has cancelled on the right; only a weak dependence remains, through the window ends that set $t_e$ and $t_h$. Cooling shrinks the excluded range somewhat faster than in proportion to $T$, because $c_nc_pN_cN_v$ inside the logarithm also falls, and $W$ moves towards $E_g$. This assumes fully ionised acceptors and cross-sections independent of temperature; for boron at $10^{17}$ cm⁻³ roughly a quarter is no longer ionised at 200 K, so below that the electrostatics must be redone. In the opposite limit, of hot devices or slow edges, $c_nn_it_e$ and $c_pn_it_h$ are no longer small, the two cutoffs approach each other, and the formula fails.

## Numbers for a silicon transistor

The example uses rough typical values: a 5 nm oxide, $N_A=10^{17}$ cm⁻³, a gate of 10 µm × 1 µm, and $D=3\times10^{10}$ cm⁻² eV⁻¹. The relative permittivities are 11.7 for silicon and 3.9 for the oxide. Cross-sections of $10^{-15}$ cm² and a thermal velocity of $10^7$ cm/s give $c_n=c_p=10^{-8}$ cm³/s. The gate swings between −2 V and 1 V at 1 MHz, with $t_f=200$ ns, $t_r=100$ ns and $T=300$ K.

The conditions for the window ends give 0.079 V and −0.868 V on the falling edge, so

$$t_e=200\ \text{ns}\times\frac{0.079+0.868}{3.00}=63.1\ \text{ns}.$$

Direct quadrature of the mean-window integral gives 63.5 ns. The rising edge gives $t_h=33.2$ ns. With $n_i=1.066\times10^{10}$ cm⁻³, $c_nn_i=106.6$ s⁻¹, and

$$E_e=-25.85\ \text{meV}\times\ln(6.73\times10^{-6})=0.308\ \text{eV}.$$

Likewise $E_h=-0.325$ eV. The smooth-edge correction is $2\gamma kT=0.030$ eV, which leaves $W=0.603$ eV out of a gap of 1.12 eV. Thermal emission excludes 0.267 eV at the top and 0.250 eV at the bottom, taking the intrinsic level as midgap. The top loses more because the falling edge is slower. The current is

$$I=(1.602\times10^{-19}\,\text{C})(10^{-7}\,\text{cm}^2)(10^6\,\text{s}^{-1})(3\times10^{10}\,\text{cm}^{-2}\text{eV}^{-1})(0.6025\,\text{eV})=290\ \text{pA}.$$

About 1800 traps take part.

With sharp cutoffs and the window from $V_T=0.120$ V to $V_{FB}=-0.950$ V, the result would be 0.627 eV and 302 pA, about 4% higher than the derived formula. Two errors of opposite sign are at work. The overlong windows lower $W$ by

$$kT\left[\ln\frac{71.36}{63.14}+\ln\frac{35.68}{33.21}\right]=5.0\ \text{meV},$$

while the missing $2\gamma kT$ raises it by 29.8 meV.

As a test, the rate equation was integrated in small time steps through two full cycles, and the net transfer was counted in the second. It gives $W=0.6023$ eV against 0.6025 eV from the formula, and the transfer per trap differs from $P_n+P_p-1$ by at most 0.0024. This checks the treatment of the window and of emission. It does not check the surface electrostatics or the Boltzmann densities, which both calculations share.

A harder case has $T=350$ K, cross-sections of $10^{-14}$ cm² for electrons and $10^{-16}$ cm² for holes, $t_f=1$ µs, $t_r=2$ µs and $f=100$ kHz. The formula gives 0.3659 eV and the integration 0.3658 eV.

One more limit tests the mechanism. Raise the low level to −0.45 V, keeping the high level, edge times and frequency. Holes never become plentiful at the surface, and the integrated $W$ falls to 0.25 meV, about 0.04% of its former value. Exchange with one band alone pumps nothing at all, since in a periodic cycle every electron taken from the conduction band is returned to it. The small residue comes from the few holes still present: at the low level $p_s\approx1.3\times10^{11}$ cm⁻³, so the chance of a hole capture during the 350 ns plateau is about $5\times10^{-4}$, the same order as the 0.04%.

## Changing the edge time

Let only $t_f$ vary, with the levels, $t_r$ and $f$ fixed. For flat $D$,

$$-\frac{1}{kT}\frac{dW}{d\ln t_f}=\frac{d\ln t_e}{d\ln t_f}=1+\frac{d\ln(V_n-V_p)}{d\ln t_f}.$$

A slower edge reduces $r$, so the last electron attempt comes at a smaller $n_s$ and the first hole attempt at a smaller $p_s$. Both ends move inward, and the last term is negative. Its size can be read from the two edges of the example, since they differ only in duration: the window spans 0.996 V at 100 ns and 0.947 V at 200 ns, so

$$1+\frac{\ln(0.947/0.996)}{\ln2}=0.927 .$$

The integrated rate equation gives a slope of 0.923. If one sets the factor to one and reads $D$ from $-(dI/d\ln t_f)/(qAfkT)$, the result is about 8% below the true $D$ in this example.

If $D$ varies with energy, the same measurement samples it locally. With $x=e_nt_e$, differentiating $\int D\,e^{-x}dE$ gives

$$-\frac{dI}{d\ln t_e}=qAf\int D\,xe^{-x}dE=qAfkT\int_0^\infty D\,e^{-x}dx .$$

Since $E=E_e+kT\ln x$, the mean sampled energy is $E_e-\gamma kT$. A slowly varying $D$ is thus obtained at that energy, once the factor $d\ln t_e/d\ln t_f$ has been included.

## How far the model carries over to a device

The parameters describe an ordinary silicon transistor with a moderately thick gate oxide, but real traps do not share one cross-section. Raising both cross-sections tenfold, with all else fixed, lowers $W$ to 0.493 eV, an 18% change in the current. This outweighs the 4% difference between the two formulas. A $D$ obtained from the size of the current is therefore uncertain by up to about a fifth if the cross-sections are known only to a factor of ten. Mainly the product $c_nc_p$ enters, so the full change needs both to be off in the same direction; an error in one alone gives about half of it, and opposite errors nearly cancel. A $D$ obtained from the slope depends on them only through the factor $d\ln t_e/d\ln t_f$, although the energy assigned to it shifts with $c_n$. Quantum confinement is also neglected. In a triangular well at a (100) surface, where the lowest valleys have the heavy silicon mass of $0.916$ electron masses across the well, the lowest electron level at the start of the falling window lies about 50 meV above the band edge. If emission had to reach that level throughout, with the capture coefficient unchanged, $E_e$ would rise by a similar amount, some 8% of $W$; the field weakens during the window, so I expect a smaller shift.

The following neglected effects are smaller here. Boltzmann statistics are poor on the plateaus, where $n_s/N_c$ and $p_s/N_v$ both come out at 1.7. However, the expected number of capture attempts per plateau exceeds $10^5$, so complete capture has a wide margin. The charge of the active traps shifts the gate voltage by about 4 mV, and that of all traps in the gap by less than 8 mV, against a window of 0.95 V. The oxide field is 1.9 MV/cm, well below the rough 10 MV/cm at which good thin oxides break down, and a WKB estimate puts tunnelling far below a picoampere; much thinner oxides need a fresh estimate.

Channel electrons must also leave before holes arrive, or they recombine in the body and add a current unrelated to the interface traps. The slowest diffusion mode between two absorbing contacts a distance $L$ apart decays in $L^2/(\pi^2D_n)$, with $D_n$ the electron diffusion coefficient. For $L=1$ µm, the short side of the gate, and a rough mobility of 400 cm²/Vs this is 0.1 ns, far shorter than $t_e$, but it grows as $L^2$.

Temperature matters more. At 400 K, with the same pulse, flat-band voltage, trap density and cross-sections, $W$ falls to 0.383 eV and the current to 184 pA. Most of that 36% drop reflects faster emission. About 4 percentage points come from the gap, which is 27 meV narrower at 400 K. The trap density per area and energy is unchanged. The numerical output below lists the remaining intermediate values.

## Table of computed values

```
oxide 5.0 nm, doping 1.0e+17 cm^-3
gate 10 um x 1 um
trap density 3.0e+10 cm^-2 eV^-1
capture coefficients 1.0e-08, 1.0e-08 cm^3/s
pulse -2.00 to 1.00 V, f 1.0 MHz
fall 200 ns, rise 100 ns
each plateau 350 ns
T 300 K, kT 25.852 meV, gap 1.120 eV
intrinsic density 1.066e+10 cm^-3
flat band -0.950 V, threshold 0.120 V
fall window from 0.079 to -0.868 V
rise window from -0.896 to 0.100 V
t_e 63.14 ns, by quadrature 63.53 ns
t_h 33.21 ns
familiar t_e 71.36, t_h 35.68 ns
sharp cutoffs E_e 0.3079 eV, E_h -0.3245 eV
correction 2 gamma kT 29.84 meV
W formula 0.6025 eV
W simulation 0.6023 eV
W familiar formula 0.6273 eV
excluded part of gap 0.5175 eV
excluded at top 0.2670 eV
excluded at bottom 0.2504 eV
largest per-trap deviation 0.0024
current formula 289.60 pA
current simulation 289.48 pA
current familiar formula 301.53 pA
active traps 1808
350 K case: W formula 0.3659 eV
350 K case: W simulation 0.3658 eV
350 K case: W familiar 0.3794 eV
-dW/dln(t_f)/kT: simulation 0.923
dln(t_e)/dln(t_f): formula 0.926
W for low level -0.45 V: 0.2491 meV
oxide field high 1.92, low -1.78 MV/cm
tunnel current estimate 2.2e-12 pA
n_s/N_c at high level 1.70
p_s/N_v at low level 1.70
electron captures per plateau 1.7e+05
hole captures per plateau 1.6e+05
confinement energy at window start 50.4 meV
channel drain time 0.098 ns
trap-charge gate shift 4.19 mV
W with both cross-sections x10: 0.4927 eV
400 K: W formula 0.3832 eV
400 K: W simulation 0.3830 eV
400 K: current formula 184.17 pA
```
